# Is Hedin's W the interaction between two electrons?

**Question**

I am learning the GW approximation, and I have been reading the screened interaction

\[
W=\varepsilon^{-1}v
\]

as the interaction between two electrons in the medium: the bare Coulomb repulsion, weakened because the other electrons move out of the way.

To see what lies beyond the random-phase approximation (RPA), I took the static uniform electron gas and put an exchange-correlation kernel into the polarizability. At low density and small wave vector, \(W\) then came out negative. Does this mean that two electrons attract each other there? If \(W\) is not the interaction between electrons, what is it, and where in Hedin's equations is the interaction that an electron feels?

**Answer**

A negative static \(W\) does not show that electrons attract. \(W\) is the interaction between two test charges, meaning charges that can be told apart from the electrons and that meet them through the Coulomb force alone. An electron in the gas also meets the others through exchange and correlation. In Hedin's equations this extra part sits in the vertex \(\Gamma\), which multiplies \(W\) in the self-energy. If exchange and correlation are left out altogether, both in the response of the medium and in the vertex, as in the RPA, the distinction disappears.

**What is being compared**

Take a uniform, unpolarized, three-dimensional electron gas at zero temperature with a rigid neutralizing background. Everything is static and in Hartree atomic units. Test charges have the sign of the electron charge, so the bare interaction \(v(q)=4\pi/q^2\) is a repulsion.

"An electron" will mean an electron as Kohn-Sham theory describes it: it moves in a potential that contains the exchange-correlation potential \(v_{xc}\). A Landau quasiparticle carries further mass and vertex factors, which are not treated here.

Add two kinds of weak source to the gas. A test-charge density \(t\) enters the electrostatic energy only. A frozen density \(m\) of additional electrons enters the electrostatic energy and also the exchange-correlation energy. If \(n\) is the density of the electrons that are free to respond and \(n_b\) that of the background, the energy is

\[
E=T_s[n]+\tfrac12\int\!\!\int \frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'+E_{xc}[n+m],
\qquad \rho=n-n_b+t+m ,
\]

minimized over \(n\) at fixed electron number. Here \(T_s\) is the kinetic energy of non-interacting electrons with density \(n\). The kinetic energy of the frozen electrons is a constant and is omitted.

The interaction between two sources is the part of the minimized energy that depends on both, so it is a mixed second derivative with respect to them. This one definition serves for every pair, and the pairs differ only in which sources are used.

**The response of the gas**

The gas is uniform, so to first order each wave vector responds separately, and functional derivatives become factors that depend on \(q\). Let \(f\) be the static exchange-correlation kernel, the derivative of \(v_{xc}\) with respect to the density, and let \(K=v+f\). The change of the Kohn-Sham potential is

\[
\delta v_s=v(\delta n+t+m)+f(\delta n+m)=K\,\delta n+v\,t+K\,m .
\]

The test charge appears with \(v\), the frozen electrons with \(K\). The density follows this potential as that of independent electrons would, \(\delta n=\chi_0\,\delta v_s\), where \(\chi_0<0\) is the static Lindhard function. Substituting the potential and collecting \(\delta n\) on the left gives

\[
(1-K\chi_0)\,\delta n=\chi_0(v\,t+K\,m),
\]

\[
\delta n=\chi\,(v\,t+K\,m),\qquad \chi=\frac{\chi_0}{1-K\chi_0}.
\]

This \(\chi\) is the full response of the density to an external potential.

**Three interactions from one energy**

At the minimum, the first-order change of \(n\) does not change the energy. The first derivative with respect to a source is therefore the explicit derivative at fixed \(n\):

\[
\frac{\delta E}{\delta t}=v(\delta n+t+m),\qquad
\frac{\delta E}{\delta m}=K(\delta n+m)+v\,t ,
\]

up to constants. One more derivative, now with \(\delta n\) allowed to respond, gives the interactions.

For two test charges, differentiate the first expression with respect to \(t\), using \(\partial\delta n/\partial t=\chi v\):

\[
I_{tt}=v+v\chi v .
\]

For a test charge and an electron, differentiate the first expression with respect to \(m\), using \(\partial\delta n/\partial m=\chi K\):

\[
I_{te}=v+v\chi K=v\left(1+\frac{K\chi_0}{1-K\chi_0}\right)=\frac{v}{1-K\chi_0}.
\]

The other order of differentiation gives \(v+K\chi v\), which is the same. It is also \(\delta v_s/\delta t\), the change of the Kohn-Sham potential per unit of test charge. This justifies calling it the interaction felt by an electron when the source is a test charge.

For two frozen electron densities, differentiate the second expression with respect to \(m\):

\[
I_{ee}=K+K\chi K=\frac{K}{1-K\chi_0}.
\]

The direct term here is \(K=v+f\), so \(f\) represents the exchange and correlation of the two added electrons with each other. If their mutual scattering is treated explicitly, with an antisymmetric pair wave function, that part must not be counted again. Removing the direct \(f\) leaves the spin-averaged Kukkonen-Overhauser interaction

\[
I_{KO}=I_{ee}-f=v+K\chi K .
\]

There is also a term carried by the induced spin density. In an unpolarized gas it has opposite signs for parallel and antiparallel spins, so it drops out of the spin average used here.

The structure is simple. Each end of the induced term carries \(v\) if a test charge sits there and \(K\) if an electron does. The difference between the first two interactions is

\[
I_{tt}-I_{te}=v\chi(v-K)=-v\chi f .
\]

With \(\chi<0\) and \(f<0\), the right-hand side is negative, so two test charges repel each other less than a test charge repels an electron. The cause is that the screening electrons withdraw from the test charge. A second test charge notices the lost electrostatic repulsion. An electron notices in addition that it has lost neighbours with which it had a favourable exchange-correlation energy, and this raises its potential.

**Which of them is Hedin's W?**

Hedin's equations are built on the total classical potential \(V=\varphi+v\,\delta n\), the external potential plus the electrostatic potential of the induced density. No exchange or correlation potential is included in \(V\). For the external potential \(\varphi=v\,t\) of a test charge, \(\delta n=\chi\varphi\), so

\[
\varepsilon^{-1}=\frac{\delta V}{\delta\varphi}=1+v\chi,\qquad
W=\varepsilon^{-1}v=v+v\chi v=I_{tt}.
\]

This step uses only the definition of \(V\) and the density response. It holds for the exact \(\chi\) as well, with no local approximation to exchange and correlation.

The same result must follow from the polarizability \(P=\delta n/\delta V\). In the Kohn-Sham description the electrons respond to \(V+f\,\delta n\), so

\[
\delta n=\chi_0(V+f\,\delta n)\quad\Rightarrow\quad P=\frac{\chi_0}{1-f\chi_0}.
\]

Insert this in \(W=v/(1-vP)\) and multiply numerator and denominator by \(1-f\chi_0\):

\[
W=\frac{v(1-f\chi_0)}{1-f\chi_0-v\chi_0}=\frac{v(1-f\chi_0)}{1-K\chi_0}.
\]

On the other side,

\[
v+v\chi v=v\,\frac{1-K\chi_0+v\chi_0}{1-K\chi_0}=\frac{v(1-f\chi_0)}{1-K\chi_0},
\]

because \(K-v=f\). The two agree. Putting \(f\) into \(P\) thus changes how the medium screens, but the charges at both ends of \(W\) remain test charges.

**Where the electron's part is kept**

The self-energy in Hedin's equations has the form \(\Sigma=iGW\Gamma\), with the vertex

\[
\Gamma=-\frac{\delta G^{-1}}{\delta V}=1+\frac{\delta\Sigma}{\delta V}.
\]

The 1 comes from the explicit \(V\) in \(G^{-1}=\omega-h_0-V-\Sigma\), where \(h_0\) is the one-electron Hamiltonian without \(V\). The second term says that when \(V\) changes, the exchange-correlation field on the electron changes too.

In this definition replace \(\Sigma\) by the local potential \(v_{xc}\). Then \(\delta v_{xc}=f\,\delta n=fP\,\delta V\), and

\[
\Gamma=1+fP=1+\frac{f\chi_0}{1-f\chi_0}=\frac{1}{1-f\chi_0}.
\]

The factor \(1-f\chi_0\) cancels in the product with \(W\):

\[
W\Gamma=\frac{v(1-f\chi_0)}{1-K\chi_0}\,\frac{1}{1-f\chi_0}=\frac{v}{1-K\chi_0}=I_{te}.
\]

In this approximation the interaction that enters the self-energy is therefore the one between a test charge and an electron. It is not \(I_{ee}\) or \(I_{KO}\): the self-energy has one bare vertex and one full vertex, so one end is dressed. The exact \(\Gamma\) also depends on the momentum and frequency of the electron, and then it is no longer a simple factor multiplying \(W\).

The GW approximation sets \(\Gamma=1\) both in \(P\) and in \(\Sigma\). Then \(P=-iGG\), and with the non-interacting (Kohn-Sham) \(G\) this is \(P=\chi_0\), so that

\[
W_{RPA}=\frac{v}{1-v\chi_0}.
\]

Putting \(f\) into \(P\) while keeping \(\Sigma=iGW\) is a different approximation. It gives the electron in \(\Sigma\) the interaction of a test charge.

**The long-wavelength limit**

As \(q\to0\), \(v\) diverges and \(\chi_0\to-N_0\), where \(N_0=k_F/\pi^2\) is the density of states at the Fermi level for both spins. Dividing numerators and denominators by the diverging factor gives

\[
I_{tt}=\frac{1}{1/v-P}\to-\frac1P=-\frac{1}{\chi_0}+f\to\frac1{N_0}+f,
\]

\[
I_{te}=\frac{1}{1/v-\chi_0-f\chi_0/v}\to\frac1{N_0},\qquad
I_{ee}=\frac{1}{1/K-\chi_0}\to\frac1{N_0},
\]

and hence \(I_{KO}\to1/N_0-f\). The three values \(I_{tt}\), \(I_{te}\) and \(I_{KO}\) are equally spaced, with the spacing \(-f\).

The first limit has a thermodynamic meaning. The chemical potential is \(\mu=k_F^2/2+v_{xc}(n)\). From \(n=k_F^3/(3\pi^2)\) one has \(dk_F/dn=k_F/(3n)\), so

\[
\frac{d}{dn}\frac{k_F^2}{2}=\frac{k_F^2}{3n}=\frac{\pi^2}{k_F}=\frac1{N_0},
\qquad
\frac{d\mu}{dn}=\frac1{N_0}+f .
\]

So \(W\to d\mu/dn\). This can be seen directly. In equilibrium \(\mu(n)+V\) is constant, hence \(V=-(d\mu/dn)\,\delta n\). A slowly varying test charge is fully screened, \(\delta n=-t\), and so \(V=(d\mu/dn)\,t\). The electron feels \(V+f\,\delta n=V-f\,t=t/N_0\), from which the kernel has cancelled.

The RPA interaction also tends to \(1/N_0\). In this limit it equals the test-charge-electron interaction and differs from the exact \(W\) by \(f\).

At high density the distinction fades. The exchange potential \(-k_F/\pi\) has the derivative \(f_x=-k_F/(3\pi n)=-\pi/k_F^2\), so \(N_0f_x=-1/(\pi k_F)\), which vanishes as \(k_F\) grows.

**Numbers at \(r_s=4\)**

Use the kernel of the local-density approximation (LDA), with the Perdew-Wang 1992 correlation energy. This kernel does not depend on \(q\). For \(q\to0\) it is exact apart from the parametrization of the correlation energy; other common parametrizations move the long-wavelength \(W\) below by up to about 0.1 at \(r_s=4\) and 0.25 at \(r_s=6\). At finite \(q\) it is a model, so the finite-\(q\) values below illustrate the relations and are not precise properties of the real gas (a \(q\)-dependent kernel fitted to quantum Monte Carlo data lowers \(W\) at \(0.8\,k_F\) from 6.0 to about 5.5 and moves \(I_{te}\) and \(I_{KO}\) by less than 2%). All interactions are in Hartree bohr³.

At \(r_s=4\) bohr, \(k_F=0.480\) bohr⁻¹, \(1/N_0=20.57\) and \(f=-15.31\). The long-wavelength limits are

\[
I_{tt}=20.57-15.31=5.26,\qquad I_{te}=20.57,\qquad I_{KO}=20.57+15.31=35.88 .
\]

In eV Å³ these are 21.2, 82.9 and 144.7. Here \(W\) is smaller than \(I_{te}\) by a factor of about four and smaller than \(I_{KO}\) by a factor of about seven.

At \(q=0.8\,k_F\) the inputs are \(v=85.30\) and \(\chi_0=-0.04593\), so that \(K=85.30-15.31=69.99\). The two factors needed are

\[
1-K\chi_0=1+69.99\times0.04593=4.215,
\]

\[
1-f\chi_0=1-15.31\times0.04593=0.297 .
\]

Then

\[
I_{tt}=\frac{85.30\times0.297}{4.215}=6.01,\qquad
I_{te}=\frac{85.30}{4.215}=20.24,
\]

\[
I_{ee}=\frac{69.99}{4.215}=16.61,\qquad
I_{KO}=16.61+15.31=31.92 .
\]

The vertex is \(\Gamma=1/0.297=3.37\), and \(W\Gamma=6.01\times3.37\) reproduces \(I_{te}\) within rounding. The values at the different wave vectors are:

| \(q/k_F\) | \(I_{tt}=W\) | \(I_{te}\) | \(I_{KO}\) | \(W_{RPA}\) |
|---|---|---|---|---|
| → 0 | 5.26 | 20.57 | 35.88 | 20.57 |
| 0.3 | 5.37 | 20.54 | 35.34 | 20.04 |
| 0.8 | 6.01 | 20.24 | 31.92 | 17.34 |
| 1.2 | 6.84 | 19.39 | 26.87 | 14.57 |

At these points the RPA interaction lies closer to \(I_{te}\) than to the \(W\) that contains \(f\). The formulas show why: \(I_{te}\) and \(W_{RPA}\) have the same numerator, and their denominators differ by \(f\chi_0\), which matters little while \(v\) is much larger than \(|f|\) and grows as \(v\) falls: \(I_{te}\) exceeds \(W_{RPA}\) by 2.5% at \(0.3\,k_F\), 17% at \(0.8\,k_F\) and 33% at \(1.2\,k_F\). \(W\) has the additional factor \(1-f\chi_0\), which is well below 1 even at small \(q\). Within this model, adding \(f\) to \(P\) alone at \(q=0.8\,k_F\) lowers the interaction in \(\Sigma\) from 17.3 to 6.0, whereas adding the matching \(\Gamma\) as well raises it to 20.2.

The LDA kernel should not be pushed to large \(q\). With a constant \(f\), \(K\) vanishes at \(q=\sqrt{4\pi/|f|}\approx0.91\) bohr⁻¹, about \(1.9\,k_F\), and \(I_{ee}\) changes sign there. At such a wave vector the sign of \(K\) depends on how the exact kernel varies with \(q\), which a long-wavelength kernel cannot tell, so the sign change found here is no evidence either way about real electrons.

**Your negative W**

Since \(W\to d\mu/dn\), the long-wavelength \(W\) is negative wherever the chemical potential falls with increasing density. With this functional \(d\mu/dn\) vanishes at \(r_s=5.25\) bohr (between 5.24 and 5.28 with other common parametrizations). At \(r_s=6\) bohr, \(1/N_0=30.86\) and \(f=-35.71\), so

\[
I_{tt}=-4.86,\qquad I_{te}=30.86,\qquad I_{KO}=66.57 .
\]

The long-wavelength interaction between two like test charges is attractive, while both interactions that involve an electron are repulsive. In eV Å³ the three values are −19.6, 124.4 and 268.4. These are single Fourier components. The sign of an interaction at a given distance depends on all \(q\). In real space these screened interactions oscillate, and \(W\), \(I_{te}\), \(I_{KO}\) and \(W_{RPA}\) are each negative at some distances, at \(r_s=4\) as well as at \(r_s=6\).

The gas does not collapse, because the background is rigid. With the sources held fixed, the second derivative of the energy with respect to the density is \(-1/\chi_0+K=(1-K\chi_0)/(-\chi_0)\). It is positive at small \(q\), where the Coulomb cost \(v\) of separating charge outweighs the negative \(f\). At \(r_s=6\) it stays positive at all \(q\) in this model, \(1-K\chi_0\) having its minimum of about 0.87 near \(2.5\,k_F\); with the LDA kernel this fails near \(r_s\approx30\).

At \(r_s=6\) and \(q=0.3\,k_F\) the model gives \(W=-4.64\) and \(\Gamma=-6.72\). Both are negative, and their product is \(I_{te}=31.2\). The change of sign is harmless in the product: \(W\) is proportional to \(1-f\chi_0\) and \(\Gamma\) to its inverse, so where this factor passes through zero, \(W\) vanishes, \(\Gamma\) diverges and \(W\Gamma\) stays smooth. Using such a \(W\) without its vertex would put an attraction into the self-energy at a wave vector where the electron feels a repulsion.

As a numerical check, the Kohn-Sham equations of the gas were solved self-consistently with weak sources proportional to \(\cos qz\), and \(I_{tt}\), \(I_{te}\) and \(I_{ee}\) were taken from differences of the total energy. They agree with the formulas to a few parts in a million, relative to each value, at all four finite-\(q\) points quoted. This tests the response relations within the LDA, including the negative \(W\), and not the accuracy of the LDA itself.

So \(W\) answers the question of how two external charges interact inside the gas. For the potential that a test charge produces for an electron, use \(v/(1-K\chi_0)\). For the scattering of two electrons, the corresponding static, local-kernel expression is \(v+K\chi K\) together with the spin term that the average removed, before the quasiparticle factors that were left out here.

## Computed values

```
W, I, v, f, 1/N0: Hartree bohr^3
chi0, chi, P: 1/(Hartree bohr^3); Gamma: no unit
rs = 4 bohr: n = 0.003730 bohr^-3, kF = 0.4798 bohr^-1
  1/N0 = 20.571, f = -15.310
  q->0: I_tt = 5.260, I_te = 20.571, I_KO = 35.881
  in eV A^3: 21.21, 82.95, 144.68
rs = 6 bohr: n = 0.001105 bohr^-3, kF = 0.3199 bohr^-1
  1/N0 = 30.856, f = -35.714
  q->0: I_tt = -4.858, I_te = 30.856, I_KO = 66.570
  in eV A^3: -19.59, 124.42, 268.43
dmu/dn = 0 at rs = 5.250 bohr
rs = 4 bohr, q/kF = 0.3: v = 606.549
  chi0 = -0.04825, chi = -0.001634, P = -0.18462
  Gamma = 3.8266, W_RPA = 20.042
  formula: I_tt = 5.369, I_te = 20.543, I_ee = 20.025
  energies: I_tt = 5.369, I_te = 20.543, I_ee = 20.025
  I_KO = 35.335
rs = 4 bohr, q/kF = 0.8: v = 85.296
  chi0 = -0.04593, chi = -0.010898, P = -0.15476
  Gamma = 3.3695, W_RPA = 17.345
  formula: I_tt = 6.006, I_te = 20.239, I_ee = 16.606
  energies: I_tt = 6.006, I_te = 20.239, I_ee = 16.606
  I_KO = 31.916
rs = 4 bohr, q/kF = 1.2: v = 37.909
  chi0 = -0.04228, chi = -0.021621, P = -0.11986
  Gamma = 2.8351, W_RPA = 14.565
  formula: I_tt = 6.838, I_te = 19.387, I_ee = 11.557
  energies: I_tt = 6.838, I_te = 19.387, I_ee = 11.557
  I_KO = 26.867
rs = 6 bohr, q/kF = 0.3: v = 1364.735
  chi0 = -0.03216, chi = -0.000735, P = 0.21628
  Gamma = -6.7241, W_RPA = 30.398
  formula: I_tt = -4.639, I_te = 31.196, I_ee = 30.380
  energies: I_tt = -4.639, I_te = 31.196, I_ee = 30.380
  I_KO = 66.094
largest relative deviation, formula vs Kohn-Sham: 3.1e-06
```
